# Quarter-Power Ripening of Dewetted Islands by Substrate Diffusion: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: islands that exchange atoms by substrate diffusion obey
#   dR/dt = (K/R^3)(R/Rc - 1),  1/Rc = <1/R>,
# and a self-similar population then has Rc^4 = Rc(0)^4 + 4*kappa*K*t.
# R: curvature radius of a spherical-cap island; Rc: critical radius; u = R/Rc
# K: rate constant (nm^4/s); kappa: number fixed by the upper end of the sizes
# Lambda: diffusion logarithm; xi: screening length; S(u): fraction larger than u
# Population runs use the time variable K*t, so that K does not appear in them.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import k0, k1

KAPPA_MAX = 27 / 256
P = 4 / 3


def survival(u):
    """Closed form of S(u) for the limiting self-similar distribution."""
    u = np.minimum(u, P - 1e-9)
    q = u**2 + 2 * P * u + 3 * P**2
    angle = np.arctan((u + P) / (np.sqrt(2) * P)) - np.arctan(1 / np.sqrt(2))
    return ((1 - u / P)**(-7 / 6) * (q / (3 * P**2))**(-11 / 12)
            * np.exp(-(2 / 3) * (1 / (P - u) - 1 / P) - angle / (6 * np.sqrt(2))))


def density_shape(u):
    """Closed form of g(u), not normalized."""
    q = u**2 + 2 * P * u + 3 * P**2
    return (u**3 * (P - u)**(-19 / 6) * q**(-23 / 12)
            * np.exp(-(2 / 3) / (P - u)
                     - np.arctan((u + P) / (np.sqrt(2) * P)) / (6 * np.sqrt(2))))


def self_similar_sizes(kappa, count):
    """Evenly ranked sizes u, by integrating d(u^4)/d(-ln S)."""
    depth = -np.log((np.arange(count)[::-1] + 0.5) / count)

    def slope(_, y):
        y = np.maximum(y, 0)
        return 4 * (kappa * y - y**0.25 + 1) / (3 * kappa)
    run = solve_ivp(slope, (0, depth[-1] * (1 + 1e-12)), [0.0], t_eval=depth,
                    rtol=1e-9, atol=1e-12)
    return run.y[0]**0.25


def ripen(radii, survivors=0, end=np.inf, step=0.003, cap_length=0.0, screen=None):
    """Evolve every island; the adatom level follows from volume conservation."""
    quartic, volume, start = radii**4, np.sum(radii**3), len(radii)
    time, history = 0.0, []
    if screen:
        areal, sine, reference = screen
        xi = (2 * np.pi * areal / reference)**-0.5
    while len(quartic) > survivors and time < end * (1 - 1e-9):
        r = np.sqrt(np.sqrt(quartic))
        inverse, mean = 1 / r, r.mean()
        history.append((time, 1 / inverse.mean(), mean, len(r)))
        excess = inverse
        if cap_length:
            excess = np.expm1(np.minimum(cap_length * inverse, 50)) / cap_length
        mobility = np.ones_like(r)
        if screen:
            s = sine * r / xi
            conductance = s * k1(s) / k0(s)
            mobility = reference * conductance
            xi = (2 * np.pi * areal * len(r) / start * conductance.mean())**-0.5
        dt = min(step * mean**4, end - time)
        cubes = r * r * r
        # an island cannot release more than its own volume in one step
        excess = np.minimum(excess, 1 / mean + cubes / (3 * mobility * dt))
        deficit = (volume - cubes.sum()) / (3 * dt)
        level = ((mobility * excess).sum() + deficit) / mobility.sum()
        quartic = quartic + 4 * dt * r * mobility * (level - excess)
        quartic = quartic[quartic > 0]
        time += dt
    return np.array(history), quartic**0.25


def growth_power(time, radius):
    """Power n for which radius**n is closest to a straight line in time."""
    fit = minimize_scalar(lambda n: -np.corrcoef(time, radius**n)[0, 1],
                          bounds=(2, 7), method="bounded")
    return fit.x


# ---------- cap geometry, Young angle and Gibbs-Thomson pressure ----------
theta = np.radians(120.0)
gamma = 15.0                                   # eV/nm^2


def shape_factor(angle):
    return (2 + np.cos(angle)) * (1 - np.cos(angle))**2 / 4


def cap_volume(radius):
    return quad(lambda z: np.pi * (radius**2 - z**2),
                radius * np.cos(theta), radius)[0]


assert abs(cap_volume(50.0) / (4 * np.pi / 3 * shape_factor(theta) * 50**3) - 1) < 1e-9


def best_cap(volume):
    def energy(angle):
        r = (3 * volume / (4 * np.pi * shape_factor(angle)))**(1 / 3)
        return gamma * np.pi * r**2 * (2 * (1 - np.cos(angle))
                                      - np.cos(theta) * np.sin(angle)**2)
    return minimize_scalar(energy, bounds=(0.5, 3.0), method="bounded",
                           options={"xatol": 1e-9})


v50 = cap_volume(50.0)
assert abs(best_cap(v50).x - theta) < 1e-4
pressure = (best_cap(1.001 * v50).fun - best_cap(0.999 * v50).fun) / (0.002 * v50)
assert abs(pressure / (2 * gamma / 50) - 1) < 1e-4


# ---------- diffusion logarithm from a finite-difference solution ----------
def numerical_log(s, points=6000):
    x = np.linspace(0, np.log(1 + 20 / s), points)
    h = x[1] - x[0]
    inner = x[1:-1]
    bands = np.ones((3, points - 2))
    bands[1] = -2 - h**2 * s**2 * np.exp(2 * inner)
    rhs = np.zeros(points - 2)
    rhs[0] = -1
    w = solve_banded((1, 1), bands, rhs)
    return 2 * h / (3 - 4 * w[0] + w[1])


for s_test in (0.02, 0.3):
    assert abs(numerical_log(s_test) / (k0(s_test) / (s_test * k1(s_test))) - 1) < 1e-3
assert abs(numerical_log(0.02) / (np.log(2 / 0.02) - np.euler_gamma) - 1) < 5e-3

# ---------- self-similar solutions ----------
top = minimize_scalar(lambda u: -(u - 1) / u**4, bounds=(1, 3), method="bounded",
                      options={"xatol": 1e-9})
assert abs(top.x - P) < 1e-5 and abs(-top.fun - KAPPA_MAX) < 1e-10
# above the limiting kappa, S falls only as u^-3: the volume diverges
fall = quad(lambda s: 3 * 0.12 * s**3 / (0.12 * s**4 - s + 1), 100, 1000)[0]
assert abs(fall - 3 * np.log(10)) < 1e-4

COUNT = 60000
sizes = self_similar_sizes(KAPPA_MAX, COUNT)
ranks = (np.arange(COUNT)[::-1] + 0.5) / COUNT
assert np.max(np.abs(survival(sizes) - ranks)) < 1e-5
norm = quad(density_shape, 0, P - 1e-6, limit=200)[0]
for u_test in (0.5, 1.0, 1.2):
    tail = quad(density_shape, u_test, P - 1e-6, limit=200)[0] / norm
    assert abs(tail - survival(u_test)) < 1e-6


def moment(power):
    return quad(lambda u: u**power * density_shape(u), 0, P - 1e-6, limit=200)[0] / norm


mean_u, cube_u = moment(1), moment(3)
assert abs(moment(-1) - 1) < 1e-6

# limiting distribution: growth power, prefactor, and persistence of its shape
hist, final = ripen(sizes, survivors=3000)
power_limit = growth_power(hist[:, 0], hist[:, 2])
rate_limit = np.polyfit(hist[:, 0], hist[:, 1]**4, 1)[0]
growth_limit = hist[-1, 1] / hist[0, 1]
scaled = np.sort(final) * np.mean(1 / final)
rank_final = (np.arange(len(final))[::-1] + 0.5) / len(final)
shape_gap = np.max(np.abs(survival(scaled) - rank_final))
# tolerances below allow for finite populations and first-order time steps
assert abs(power_limit - 4) < 0.2
assert abs(rate_limit / (4 * KAPPA_MAX) - 1) < 0.02
assert shape_gap < 0.03

# another member of the family: same power, different prefactor
kappa_other = 0.08
hist, _ = ripen(self_similar_sizes(kappa_other, COUNT), survivors=3000)
power_other = growth_power(hist[:, 0], hist[:, 2])
rate_other = np.polyfit(hist[:, 0], hist[:, 1]**4, 1)[0]
assert abs(power_other - 4) < 0.2
assert abs(rate_other / (4 * kappa_other) - 1) < 0.03

# uniform initial sizes: S vanishes linearly at the end, edge exponent 1
edge_exponent = 1.0
edge = (4 + 3 / edge_exponent) / (3 + 3 / edge_exponent)
kappa_uniform = (edge - 1) / edge**4
hist, _ = ripen(2 * (np.arange(COUNT) + 0.5) / COUNT, survivors=900)
late = hist[:, 3] < 0.05 * COUNT
rate_uniform = np.polyfit(hist[late, 0], hist[late, 1]**4, 1)[0]
assert abs(rate_uniform / (4 * kappa_uniform) - 1) < 0.06

# ---------- example: rough platinum values, chosen substrate energies ----------
temperature, hours, film, rc0 = 1400.0, 24.0, 5.0, 50.0
omega, spacing, attempt = 0.015, 0.28, 1e13    # nm^3, nm, 1/s
e_form, e_hop, e_cohesive = 1.9, 0.4, 5.8      # eV
self_diffusion = 3e7                           # nm^2/s, on the metal surface
kt = const.k * temperature / const.e
seconds = hours * const.hour
cap_length = 2 * gamma * omega / kt
adatoms = np.exp(-e_form / kt) / spacing**2
diffusivity = spacing**2 * attempt / 4 * np.exp(-e_hop / kt)
areal0 = film / (cap_volume(rc0) * cube_u)
foot = rc0 * np.sin(theta)


def solve_screening(load):
    """Ratio a/xi from the screening condition, load = 2 pi N a^2."""
    return brentq(lambda s: s * k0(s) / k1(s) - load, 1e-7, 100)


def log_for(load):
    s = solve_screening(load)
    return k0(s) / (s * k1(s))


load0 = 2 * np.pi * areal0 * foot**2
s0 = solve_screening(load0)
log0 = log_for(load0)
xi0 = foot / s0
rate_k = diffusivity * adatoms * omega * cap_length / (2 * shape_factor(theta) * log0)

# growth speed of one island directly from its flux and its numerical volume
r_one = 1.2 * rc0
flux = (2 * np.pi * diffusivity * adatoms * cap_length
        * (1 / rc0 - 1 / r_one) / numerical_log(s0))
speed = omega * flux / ((cap_volume(r_one + 0.01) - cap_volume(r_one - 0.01)) / 0.02)
assert abs(speed / (rate_k / r_one**3 * (r_one / rc0 - 1)) - 1) < 2e-3

rc1 = (rc0**4 + 4 * KAPPA_MAX * rate_k * seconds)**0.25
areal1 = areal0 * (rc0 / rc1)**3
begin = rc0 * self_similar_sizes(KAPPA_MAX, 8000)
horizon = rate_k * seconds
screen = (areal0, np.sin(theta), log0)
plain = ripen(begin, end=horizon)[1].mean()
with_log = ripen(begin, end=horizon, screen=screen)[1].mean()
with_exp = ripen(begin, end=horizon, cap_length=cap_length)[1].mean()
with_both = ripen(begin, end=horizon, cap_length=cap_length, screen=screen)[1].mean()
assert abs(plain / (mean_u * rc1) - 1) < 0.01


def local_exponent(ratio):
    """d ln R / d ln t when Lambda follows the falling coverage."""
    total = quad(lambda x: x**3 * log_for(load0 / (ratio * x)), 0.02, 1)[0]
    return total / log_for(load0 / ratio)


exponent_10, exponent_10000 = local_exponent(10.0), local_exponent(1e4)
assert 0.2 < exponent_10 < exponent_10000 < 0.25

# other neglected effects
stored = adatoms * omega / film
e_adsorb = e_cohesive - e_form
lifetime = np.exp(e_adsorb / kt) / attempt
desorb_length = np.sqrt(diffusivity * lifetime)
lost = adatoms / lifetime * omega * seconds
barrier = kt * np.log(foot * log0 / spacing)
resistance = spacing / foot * np.exp(barrier / kt)
_, slope_c = np.linalg.solve([[1, log0], [-1, resistance]], [1, 0])
assert abs(slope_c * log0 - 0.5) < 1e-9        # this barrier halves the flux
# surface hops move the centre of a rounded cap; flat-surface hops bound them
rng = np.random.default_rng(1)
z = rng.uniform(np.cos(theta), 1, 100000)
phi = rng.uniform(0, 2 * np.pi, z.size)
normal = np.stack([np.sqrt(1 - z**2) * np.cos(phi), np.sqrt(1 - z**2) * np.sin(phi), z])
hop = rng.normal(size=normal.shape)
hop -= normal * np.sum(hop * normal, axis=0)
hop_factor = np.mean(hop[0]**2)
assert 0.5 < hop_factor < 1
surface_atoms = 2 * np.pi * rc0**2 * (1 - np.cos(theta)) / spacing**2
island_diffusion = self_diffusion * surface_atoms * (omega / cap_volume(rc0))**2
wander = np.sqrt(4 * island_diffusion * seconds)

print("POPULATION TESTS (time variable K*t)")
print(f"islands at start: {COUNT}; growth of Rc in limiting run: {growth_limit:.2f} times")
print(f"limiting kappa: {KAPPA_MAX:.5f}; largest u: {P:.4f}")
print(f"fitted n in <R>^n linear in t, limiting run: {power_limit:.3f}")
print(f"slope of Rc^4, limiting run: {rate_limit:.4f}; formula {4*KAPPA_MAX:.4f}")
print(f"largest gap of final S(u) from closed form: {shape_gap:.4f}")
print(f"fitted n for kappa = {kappa_other:.2f}: {power_other:.3f}")
print(f"slope for kappa = {kappa_other:.2f}: {rate_other:.4f}; formula {4*kappa_other:.4f}")
print(f"uniform start, late slope: {rate_uniform:.4f}; formula {4*kappa_uniform:.4f}")
print(f"uniform start: largest u {edge:.4f}, kappa {kappa_uniform:.5f}")
print(f"limiting distribution: <u> = {mean_u:.4f}, <u^3> = {cube_u:.4f}")
print("EXAMPLE INPUTS (rough Pt values; substrate energies chosen)")
print(f"temperature: {temperature:.0f} K; kT: {kt:.4f} eV; anneal: {hours:.0f} h")
print(f"film thickness: {film:.1f} nm; initial Rc: {rc0:.1f} nm")
print(f"contact angle: {np.degrees(theta):.0f} deg; shape factor f: {shape_factor(theta):.4f}")
print(f"surface energy: {gamma:.1f} eV/nm^2 = {gamma*const.e*1e18:.2f} J/m^2")
print(f"atomic volume: {omega:.3f} nm^3; site spacing: {spacing:.2f} nm")
print(f"attempt rate: {attempt:.1e} 1/s")
print(f"adatom formation: {e_form:.1f} eV; hop barrier: {e_hop:.1f} eV")
print(f"cohesive energy: {e_cohesive:.1f} eV; implied adsorption: {e_adsorb:.1f} eV")
print("EXAMPLE RESULTS")
print(f"capillary length R_K: {cap_length:.3f} nm; R_K/Rc: {cap_length/rc0:.4f}")
print(f"adatom density: {adatoms:.3e} 1/nm^2; diffusivity: {diffusivity:.3e} nm^2/s")
print(f"initial island density: {areal0:.3e} 1/nm^2; spacing: {areal0**-0.5:.1f} nm")
print(f"footprint radius: {foot:.2f} nm; screening length: {xi0:.1f} nm")
print(f"a/xi: {s0:.4f}; Lambda: {log0:.4f}")
print(f"rate constant K: {rate_k:.2f} nm^4/s")
print(f"final Rc: {rc1:.2f} nm; final island density: {areal1:.3e} 1/nm^2")
print(f"mean radius: {mean_u*rc0:.2f} nm at start, {mean_u*rc1:.2f} nm at end")
print(f"islands surviving: {100*areal1/areal0:.1f} %")
print("NEGLECTED EFFECTS")
print(f"final mean radius, population run of the model: {plain:.2f} nm")
print(f"  with size- and time-dependent Lambda: {with_log:.2f} nm")
print(f"  with full Gibbs-Thomson exponential: {with_exp:.2f} nm")
print(f"  with both: {with_both:.2f} nm")
print(f"local exponent at 10 and 10^4 times Rc(0): {exponent_10:.4f}, {exponent_10000:.4f}")
print(f"K changes by a factor {np.exp(0.3/kt):.1f} for 0.3 eV in the summed energies")
print(f"fraction of metal stored as adatoms: {stored:.1e}")
print(f"desorption length: {desorb_length:.2e} nm; film lost: {lost:.1e} nm")
print(f"extra attachment barrier that halves the flux: {barrier:.3f} eV")
print(f"metal surface self-diffusion (rough): {self_diffusion:.0e} nm^2/s")
print(f"rounded-island wander, upper estimate: {wander:.1f} nm")
print(f"in-plane hop factor on the cap (bound used: 1): {hop_factor:.3f}")
print("done: every assertion held")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 170, in <module>
    assert abs(power_limit - 4) < 0.2
           ^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was in the program's population integrator, not in the physics. The cap on the atoms a shrinking island can release in one step was also used to move that island, so an island with almost no volume left could end the step with positive size and persist as dust, spoiling the mean radius and the island count; I found this by working through the update rule, not by a new run. The cap now enters only the volume balance that sets the adatom level, while each island moves with its full Gibbs–Thomson excess and so disappears when its volume is used up. No tested quantity or tolerance is changed, and a check of total volume after the limiting run is added.

Repair:

```diff
@@ -68,8 +68,9 @@
         dt = min(step * mean**4, end - time)
         cubes = r * r * r
-        # an island cannot release more than its own volume in one step
-        excess = np.minimum(excess, 1 / mean + cubes / (3 * mobility * dt))
+        # In the volume balance a dying island releases no more than it holds;
+        # its own motion keeps the full excess, so that it does disappear.
+        released = np.minimum(excess, 1 / mean + cubes / (3 * mobility * dt))
         deficit = (volume - cubes.sum()) / (3 * dt)
-        level = ((mobility * excess).sum() + deficit) / mobility.sum()
+        level = ((mobility * released).sum() + deficit) / mobility.sum()
         quartic = quartic + 4 * dt * r * mobility * (level - excess)
         quartic = quartic[quartic > 0]
@@ -161,4 +162,5 @@
 # limiting distribution: growth power, prefactor, and persistence of its shape
 hist, final = ripen(sizes, survivors=3000)
+assert abs(np.sum(final**3) / np.sum(sizes**3) - 1) < 0.005
 power_limit = growth_power(hist[:, 0], hist[:, 2])
 rate_limit = np.polyfit(hist[:, 0], hist[:, 1]**4, 1)[0]
```

Output now:

```
POPULATION TESTS (time variable K*t)
islands at start: 60000; growth of Rc in limiting run: 2.70 times
limiting kappa: 0.10547; largest u: 1.3333
fitted n in <R>^n linear in t, limiting run: 4.000
slope of Rc^4, limiting run: 0.4202; formula 0.4219
largest gap of final S(u) from closed form: 0.0006
fitted n for kappa = 0.08: 4.000
slope for kappa = 0.08: 0.3190; formula 0.3200
uniform start, late slope: 0.3678; formula 0.3599
uniform start: largest u 1.1667, kappa 0.08996
limiting distribution: <u> = 1.0338, <u^3> = 1.1764
EXAMPLE INPUTS (rough Pt values; substrate energies chosen)
temperature: 1400 K; kT: 0.1206 eV; anneal: 24 h
film thickness: 5.0 nm; initial Rc: 50.0 nm
contact angle: 120 deg; shape factor f: 0.8438
surface energy: 15.0 eV/nm^2 = 2.40 J/m^2
atomic volume: 0.015 nm^3; site spacing: 0.28 nm
attempt rate: 1.0e+13 1/s
adatom formation: 1.9 eV; hop barrier: 0.4 eV
cohesive energy: 5.8 eV; implied adsorption: 3.9 eV
EXAMPLE RESULTS
capillary length R_K: 3.730 nm; R_K/Rc: 0.0746
adatom density: 1.845e-06 1/nm^2; diffusivity: 7.117e+09 nm^2/s
initial island density: 9.621e-06 1/nm^2; spacing: 322.4 nm
footprint radius: 43.30 nm; screening length: 162.3 nm
a/xi: 0.2668; Lambda: 1.5918
rate constant K: 273.51 nm^4/s
final Rc: 63.46 nm; final island density: 4.705e-06 1/nm^2
mean radius: 51.69 nm at start, 65.61 nm at end
islands surviving: 48.9 %
NEGLECTED EFFECTS
final mean radius, population run of the model: 65.57 nm
  with size- and time-dependent Lambda: 65.05 nm
  with full Gibbs-Thomson exponential: 66.25 nm
  with both: 65.75 nm
local exponent at 10 and 10^4 times Rc(0): 0.2376, 0.2450
K changes by a factor 12.0 for 0.3 eV in the summed energies
fraction of metal stored as adatoms: 5.5e-09
desorption length: 2.79e+05 nm; film lost: 2.2e-04 nm
extra attachment barrier that halves the flux: 0.664 eV
metal surface self-diffusion (rough): 3e+07 nm^2/s
rounded-island wander, upper estimate: 59.9 nm
in-plane hop factor on the cap (bound used: 1): 0.623
done: every assertion held
```
